# Energy lowering and mass increase of a weakly coupled bulk Fröhlich polaron: a numerical check

```python
"""
Weak-coupling Frohlich polaron in a bulk polar crystal.
Result under test, to first order in the coupling constant alpha:
    E(k) = k^2/(2 m) - alpha*omega*arcsin(u)/u,   u = k/sqrt(2 m omega),
so the band edge falls by alpha*omega and m_polaron/m = 1 + alpha/6.
Hartree atomic units: m = band mass, omega = longitudinal optical frequency,
contrast = 1/eps_inf - 1/eps_0, alpha = contrast*sqrt(m/(2 omega)).
Worked example: rough typical values for n-type InSb at 77 K, no bias.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammaincc


def half_line_grid(count):
    """Nodes and weights for integrals over x from 0 to infinity, x = tan(t)."""
    nodes, weights = np.polynomial.legendre.leggauss(count)
    angle = np.pi / 4 * (nodes + 1)
    return np.tan(angle), np.pi / 4 * weights / np.cos(angle) ** 2


# Coupling strength from the equations of a polar lattice
w_to, b, chi = sp.symbols("w_to b chi", positive=True)
w, field = sp.symbols("w field")
long_field = sp.solve(field + 4 * sp.pi * (b * w + chi * field), field)[0]
w_lo_sq = sp.simplify((w_to**2 * w - b * long_field) / w)
eps_high = 1 + 4 * sp.pi * chi
eps_static = 1 + 4 * sp.pi * (chi + b**2 / w_to**2)
# both sides are omega_LO * volume * q^2 * |V_q|^2
from_zero_point = (long_field / w) ** 2 / 2
from_dielectric = 2 * sp.pi * w_lo_sq * (1 / eps_high - 1 / eps_static)
assert sp.simplify(from_zero_point - from_dielectric) == 0
assert sp.simplify(w_lo_sq - w_to**2 * eps_static / eps_high) == 0


# Diagonalization in the space of zero and one phonon at total momentum k
def one_phonon_ground_state(k, mass, omega, contrast):
    x, wx = half_line_grid(40)
    mu, wmu = np.polynomial.legendre.leggauss(12)
    scale = np.sqrt(2 * mass * omega)
    q = np.repeat(scale * x, mu.size)
    cosine = np.tile(mu, x.size)
    dq_dmu = np.outer(scale * wx, wmu).ravel()
    measure = q**2 * dq_dmu / (4 * np.pi**2)
    coupling = np.sqrt(2 * np.pi * omega * contrast / q**2 * measure)
    electron = (k**2 + q**2 - 2 * k * q * cosine) / (2 * mass)
    h = np.diag(np.concatenate(([k**2 / (2 * mass)], omega + electron)))
    h[0, 1:] = coupling
    h[1:, 0] = coupling
    energy, vector = eigh(h, subset_by_index=[0, 0])
    prob = vector[1:, 0] ** 2
    return np.array([(energy[0] - k**2 / (2 * mass)) / omega,
                     prob.sum(),
                     (prob * q**2).sum() / (2 * mass * omega),
                     (prob * q * cosine).sum()])


test_mass, test_omega = 0.7, 1.3
test_scale = np.sqrt(2 * test_mass * test_omega)


def first_order_coefficients(u):
    """Coefficients of alpha, with the alpha^2 part removed by extrapolation."""
    ratios = []
    for alpha_try in (0.004, 0.008):
        contrast = alpha_try / np.sqrt(test_mass / (2 * test_omega))
        state = one_phonon_ground_state(u * test_scale, test_mass,
                                        test_omega, contrast)
        ratios.append(state / alpha_try)
    return 2 * ratios[0] - ratios[1]


at_rest = first_order_coefficients(0.0)
assert abs(at_rest[0] + 1) < 5e-4
assert abs(at_rest[1] - 0.5) < 5e-4
assert abs(at_rest[2] - 0.5) < 5e-4
shift_fast = first_order_coefficients(0.6)[0]
formula_fast = -np.arcsin(0.6) / 0.6
assert abs(shift_fast - formula_fast) < 5e-4
slope = [(first_order_coefficients(u)[0] - at_rest[0]) / u**2
         for u in (0.1, 0.2)]
mass_coefficient = -(4 * slope[0] - slope[1]) / 3
assert abs(mass_coefficient - 1 / 6) < 5e-4
u_slow = 0.05
momentum_share = first_order_coefficients(u_slow)[3] / (u_slow * test_scale)
assert abs(momentum_share - 1 / 6) < 1e-3

# Fourth-order energy at k = 0, coefficient of alpha^2*omega
x, wx = half_line_grid(300)
X, Y = np.meshgrid(x, x, indexing="ij")
two_phonon = np.log((2 + (X + Y)**2) / (2 + (X - Y)**2)) / (4 * X * Y)
paths = 1 / (1 + X**2)**2 + 1 / ((1 + X**2) * (1 + Y**2))
norm_term = (2 / np.pi)**2 * np.sum(wx / (1 + x**2)) * np.sum(
    wx / (1 + x**2)**2)
fourth = norm_term - (2 / np.pi)**2 * (wx @ (two_phonon * paths) @ wx)
closed_form = -(2 * np.log(1 + np.sqrt(2)) - 1.5 * np.log(2)
                - np.sqrt(2) / 2)
assert abs(fourth - closed_form) < 2e-5

# Phonon absorption at k = 0: no real shift, finite width
eta = 0.01


def absorption(part):
    def integrand(y):
        return getattr(1 / (y**2 - 1 - 1j * eta), part)
    near = quad(integrand, 0, 2, points=[1.0], limit=400)[0]
    return near + quad(integrand, 2, np.inf, limit=400)[0]


absorb_real, absorb_imag = absorption("real"), absorption("imag")
assert abs(absorb_real) < eta
assert abs(absorb_imag - np.pi / 2) < 1e-3


# Two-band model, energies in units of omega, x = k/sqrt(2 m omega)
def two_band(x_values, gap_ratio):
    x_values = np.atleast_1d(x_values)
    h = np.zeros((x_values.size, 2, 2))
    h[:, 0, 1] = h[:, 1, 0] = np.sqrt(gap_ratio) * x_values
    h[:, 1, 1] = -gap_ratio
    return np.linalg.eigh(h)


def two_band_shift_ratio(gap_ratio):
    """Edge shift with valence-band blocking, divided by -alpha*omega."""
    grid, weight = half_line_grid(400)
    energy, vector = two_band(grid, gap_ratio)
    conduction = vector[:, 0, 1]**2 / (1 + energy[:, 1])
    blocked = vector[:, 0, 0]**2 / (1 - energy[:, 0])
    return 2 / np.pi * np.sum(weight * (conduction - blocked))


assert abs(two_band_shift_ratio(1e6) - 1) < 5e-3

# Worked example: rough typical InSb inputs
mass, phonon_mev, eps_inf, eps_0 = 0.014, 24.0, 15.7, 17.5
gap_ev, lattice_nm, density_cm3, temperature = 0.23, 0.648, 1e14, 77.0
hartree_ev = sc.value("Hartree energy in eV")
bohr_nm = sc.value("Bohr radius") * 1e9
omega = phonon_mev / 1000 / hartree_ev


def coupling_constant(static_eps):
    return (1 / eps_inf - 1 / static_eps) * np.sqrt(mass / (2 * omega))


alpha = coupling_constant(eps_0)
phonon_joule = phonon_mev * 1e-3 * sc.e
alpha_si = (sc.e**2 / (4 * np.pi * sc.epsilon_0 * sc.hbar)
            * (1 / eps_inf - 1 / eps_0)
            * np.sqrt(mass * sc.m_e / (2 * phonon_joule)))
assert abs(alpha / alpha_si - 1) < 1e-6
length_nm = bohr_nm / np.sqrt(2 * mass * omega)
shift_mev = -alpha * phonon_mev

kt_mev = sc.k * temperature / sc.e * 1000
occupation = 1 / np.expm1(phonon_mev / kt_mev)
kt_room = sc.k * 300 / sc.e * 1000
occupation_room = 1 / np.expm1(phonon_mev / kt_room)
width_factor = 4 * alpha * phonon_mev / np.pi * absorb_imag
above_phonon = gammaincc(1.5, phonon_mev / kt_mev)

gap_ratio = gap_ev * 1000 / phonon_mev
edge_ratio = two_band_shift_ratio(gap_ratio)
e_thermal = 1.5 * kt_mev / phonon_mev
x_thermal = np.sqrt(e_thermal * (1 + e_thermal / gap_ratio))
step = 1e-4
e_pair = two_band([x_thermal - step, x_thermal + step], gap_ratio)[0][:, 1]
thermal_mass_ratio = 2 * x_thermal * 2 * step / (e_pair[1] - e_pair[0])
assert abs(thermal_mass_ratio - (1 + 2 * e_thermal / gap_ratio)) < 1e-5

density = density_cm3 * 1e6
m_si = mass * sc.m_e
fermi_mev = (sc.hbar**2 * (3 * np.pi**2 * density)**(2 / 3)
             / (2 * m_si) / sc.e * 1000)
states = 2 * (m_si * sc.k * temperature / (2 * np.pi * sc.hbar**2))**1.5
plasmon_mev = sc.hbar * np.sqrt(
    density * sc.e / (sc.epsilon_0 * eps_inf * m_si)
    * sc.e) / sc.e * 1000
screening_nm = np.sqrt(eps_0 * sc.epsilon_0 * sc.k * temperature
                       / (density * sc.e**2)) * 1e9
zone_radius = (24 * np.pi**2)**(1 / 3) / lattice_nm
zone_loss = 1 - 2 / np.pi * np.arctan(zone_radius * length_nm)

print("TESTS, coefficients of alpha (dimensionless)")
print(f"edge shift / omega, diagonalization: {at_rest[0]:.5f}")
print(f"mass increase, diagonalization: {mass_coefficient:.5f}")
print(f"one sixth: {1/6:.5f}")
print(f"shift / omega at u = 0.6, diagonalization: {shift_fast:.5f}")
print(f"shift / omega at u = 0.6, formula: {formula_fast:.5f}")
print(f"phonon number at rest: {at_rest[1]:.5f}")
print(f"recoil energy / omega at rest: {at_rest[2]:.5f}")
print(f"phonon share of momentum at u = 0.05: {momentum_share:.5f}")
print(f"alpha^2 coefficient of energy / omega: {fourth:.5f}")
print("INPUTS, rough typical InSb")
print(f"band mass: {mass:.3f} electron masses")
print(f"LO phonon energy: {phonon_mev:.1f} meV")
print(f"eps_inf: {eps_inf:.1f}, eps_0: {eps_0:.1f}")
print(f"gap: {gap_ev:.2f} eV")
print(f"lattice constant: {lattice_nm:.3f} nm")
print(f"electron density: {density_cm3:.1e} cm^-3")
print(f"temperature: {temperature:.0f} K")
print("RESULTS")
print(f"dielectric contrast: {1/eps_inf - 1/eps_0:.6f}")
print(f"LO phonon energy: {omega:.4e} hartree")
print(f"TO phonon energy implied: {phonon_mev*np.sqrt(eps_inf/eps_0):.2f} meV")
print(f"alpha: {alpha:.5f}")
print(f"edge shift: {shift_mev:.4f} meV")
print(f"edge shift: {-alpha*omega:.4e} hartree")
print(f"mass increase alpha/6: {100*alpha/6:.3f} percent")
print(f"polaron mass: {mass*(1 + alpha/6):.6f} electron masses")
print(f"virtual phonon number: {alpha/2:.5f}")
print(f"polaron length 1/sqrt(2 m omega): {length_nm:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"alpha^2 energy: {fourth*alpha**2*phonon_mev:.2e} meV")
print(f"alpha if eps_0 = 17.2: {coupling_constant(17.2):.5f}")
print(f"alpha if eps_0 = 17.8: {coupling_constant(17.8):.5f}")
print(f"two-band edge shift / parabolic: {edge_ratio:.3f}")
print(f"two-band edge shift: {edge_ratio*shift_mev:.4f} meV")
print(f"thermal energy kT: {kt_mev:.2f} meV")
print(f"mean thermal kinetic energy: {1.5*kt_mev:.2f} meV")
print(f"nonparabolic mass increase there: {100*(thermal_mass_ratio-1):.2f} percent")
print(f"phonon occupation, 77 K: {occupation:.4f}")
print(f"edge shift with occupation, 77 K: {(1+occupation)*shift_mev:.4f} meV")
print(f"level width, 77 K: {width_factor*occupation:.4f} meV")
print(f"phonon occupation, 300 K: {occupation_room:.3f}")
print(f"level width, 300 K: {width_factor*occupation_room:.3f} meV")
print(f"electrons above LO energy, 77 K: {100*above_phonon:.2f} percent")
print(f"Fermi energy at zero temperature: {fermi_mev:.3f} meV")
print(f"density / effective density of states: {density/states:.4f}")
print(f"plasmon energy: {plasmon_mev:.3f} meV")
print(f"screening length: {screening_nm:.0f} nm")
print(f"shift lost by finite zone: {100*zone_loss:.2f} percent")
print("all assertions hold")
```

Output:

```
TESTS, coefficients of alpha (dimensionless)
edge shift / omega, diagonalization: -0.99998
mass increase, diagonalization: 0.16662
one sixth: 0.16667
shift / omega at u = 0.6, diagonalization: -1.07247
shift / omega at u = 0.6, formula: -1.07250
phonon number at rest: 0.49993
recoil energy / omega at rest: 0.49997
phonon share of momentum at u = 0.05: 0.16702
alpha^2 coefficient of energy / omega: -0.01592
INPUTS, rough typical InSb
band mass: 0.014 electron masses
LO phonon energy: 24.0 meV
eps_inf: 15.7, eps_0: 17.5
gap: 0.23 eV
lattice constant: 0.648 nm
electron density: 1.0e+14 cm^-3
temperature: 77 K
RESULTS
dielectric contrast: 0.006551
LO phonon energy: 8.8198e-04 hartree
TO phonon energy implied: 22.73 meV
alpha: 0.01846
edge shift: -0.4430 meV
edge shift: -1.6278e-05 hartree
mass increase alpha/6: 0.308 percent
polaron mass: 0.014043 electron masses
virtual phonon number: 0.00923
polaron length 1/sqrt(2 m omega): 10.65 nm
NEGLECTED EFFECTS
alpha^2 energy: -1.30e-04 meV
alpha if eps_0 = 17.2: 0.01565
alpha if eps_0 = 17.8: 0.02117
two-band edge shift / parabolic: 0.961
two-band edge shift: -0.4256 meV
thermal energy kT: 6.64 meV
mean thermal kinetic energy: 9.95 meV
nonparabolic mass increase there: 8.65 percent
phonon occupation, 77 K: 0.0276
edge shift with occupation, 77 K: -0.4552 meV
level width, 77 K: 0.0245 meV
phonon occupation, 300 K: 0.653
level width, 300 K: 0.579 meV
electrons above LO energy, 77 K: 6.48 percent
Fermi energy at zero temperature: 0.561 meV
density / effective density of states: 0.0185
plasmon energy: 0.792 meV
screening length: 253 nm
shift lost by finite zone: 0.63 percent
all assertions hold
```
